# First-order expansion of the positive-energy Dirac projector

## Two levels

Take a Hamiltonian with one positive and one negative unperturbed level, $a>0$ and $-b<0$, coupled by $w$:

$$H=\begin{pmatrix} a & w\\ w^* & -b\end{pmatrix}=\frac{a-b}{2}+\begin{pmatrix} s & w\\ w^* & -s\end{pmatrix},\qquad s=\frac{a+b}{2}. \tag{1}$$

The last matrix squares to $r^2=s^2+|w|^2$ times the unit matrix, so the eigenvalues of $H$ are $(a-b)/2\pm r$. Their product is $\det H=-ab-|w|^2<0$, so one is positive and one negative. The projector onto the positive one is

$$P=\frac12\left[1+\frac1r\begin{pmatrix} s & w\\ w^* & -s\end{pmatrix}\right]. \tag{2}$$

For small $w$, $1/r=1/s+O(|w|^2)$ and $s/r=1-|w|^2/(2s^2)+O(|w|^4)$. With $2s=a+b$ this gives

$$P_{12}=\frac{w}{a+b}+O(|w|^3),\qquad P_{11}=1-\frac{|w|^2}{(a+b)^2}+O(|w|^4). \tag{3}$$

The first-order change couples the two signs of energy, and its denominator is the sum of the two distances from zero. A small diagonal perturbation would shift $a$ and $b$, but at $w=0$ the projector does not depend on them. Diagonal perturbations therefore do not enter at first order. The same structure holds for the Dirac operator, whose two levels are replaced by two continua.

## The Dirac operator and its gap

Set $\hbar=m=c=1$, so that energies are in units of $mc^2$ and momenta in units of $mc$. The free operator acts on a plane wave of momentum $\mathbf p$ as the matrix

$$h(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta,\qquad h(\mathbf p)^2=E_p^2,\qquad E_p=\sqrt{1+p^2}. \tag{4}$$

Its projectors onto the two signs of energy are

$$\Lambda_\pm(\mathbf p)=\frac12\left[1\pm\frac{h(\mathbf p)}{E_p}\right]. \tag{5}$$

Let $D_0$ be the free operator on the whole space, $P_0$ its positive-energy projector, with momentum blocks $\Lambda_+(\mathbf p)$, and $Q_0=1-P_0$. Add a Hermitian potential $V$ with

$$\|V\|\le v<1,\qquad D=D_0+V. \tag{6}$$

In a periodic box $V$ has blocks $V(\mathbf p,\mathbf p')$, which are $4\times4$ matrices in general. In infinite space they become an integral kernel and sums over momenta become integrals.

Since $D_0^2=1+p^2$, we have $\|D_0\psi\|\ge\|\psi\|$. For real $\lambda$ the triangle inequality then gives

$$\|(D-\lambda)\psi\|\ge\|D_0\psi\|-\|V\psi\|-|\lambda|\,\|\psi\|\ge(1-v-|\lambda|)\|\psi\|. \tag{7}$$

A bounded Hermitian $V$ leaves $D$ self-adjoint, and for a self-adjoint operator a positive lower bound in (7) excludes $\lambda$ from the spectrum. The interval $(-(1-v),\,1-v)$ is therefore free of spectrum. Define $P$ as the projector onto the spectrum of $D$ in $(0,\infty)$. This includes bound states that an attractive potential has pulled down from the upper continuum into the original gap.

## The contour

For a bounded part of the spectrum, Riesz's formula is $P=(2\pi i)^{-1}\oint dz\,(z-D)^{-1}$, with the contour running counterclockwise around that part. The positive spectrum of $D$ is unbounded, so no finite contour encloses it, and a limit is needed. Take first a number $\lambda$ in place of $D$, and as contour the arc $|z|=R$ in the right half-plane from $-iR$ to $iR$, closed by the imaginary axis traversed downwards. On the axis $z=i\eta$ and $dz=i\,d\eta$, so this piece contributes

$$\frac1{2\pi i}\int_{R}^{-R}\frac{i\,d\eta}{i\eta-\lambda}=\frac1{2\pi}\int_{-R}^{R}\frac{d\eta}{\lambda-i\eta}. \tag{8}$$

On the arc, $dz/(z-\lambda)\to i\,d\varphi$ as $R\to\infty$, and the arc contributes $i\pi/(2\pi i)=1/2$. The total is 1 for $\lambda>0$ and 0 for $\lambda<0$. A direct evaluation confirms this. In $1/(\lambda-i\eta)=(\lambda+i\eta)/(\lambda^2+\eta^2)$ the odd part cancels between $\eta$ and $-\eta$, which leaves

$$\frac1{2\pi}\int_{-R}^{R}\frac{\lambda\,d\eta}{\lambda^2+\eta^2}=\frac1\pi\arctan\frac R\lambda\;\longrightarrow\;\frac12\,\mathrm{sgn}\,\lambda. \tag{9}$$

The expression in (9) is bounded by $1/2$ for all $\lambda$ and $R$. The spectral theorem with dominated convergence therefore allows $\lambda$ to be replaced by $D$ when the operators act on a fixed vector:

$$P=\frac12+\frac1{2\pi}\,\mathrm{PV}\!\int_{-\infty}^{\infty}d\eta\,R(\eta),\qquad R(\eta)=(D-i\eta)^{-1}. \tag{10}$$

PV denotes the symmetric limit $R\to\infty$. The limit does not hold in operator norm, because for any finite $R$ there are energies $\lambda\gg R$ at which (9) is still close to zero.

## Expansion in powers of the potential

Let $R_0(\eta)=(D_0-i\eta)^{-1}$. Since $(D-i\eta)-(D_0-i\eta)=V$, multiplying by $R_0$ from the left and $R$ from the right gives $R_0-R=R_0VR$, or $R=R_0-R_0VR$. Inserting this equation into itself $n$ times yields

$$R=\sum_{k=0}^{n}(-1)^kR_0(VR_0)^k+(-1)^{n+1}(R_0V)^{n+1}R. \tag{11}$$

With (10), the terms of the projector are $P_0$, which is (10) for $D_0$, and

$$P_k=\frac{(-1)^k}{2\pi}\int_{-\infty}^{\infty}d\eta\,R_0(VR_0)^k,\qquad k\ge1. \tag{12}$$

The spectrum of $D_0$ has $|\lambda|\ge1$, so $\|R_0(\eta)\|\le(1+\eta^2)^{-1/2}$. The integrand of (12) is at most $v^k(1+\eta^2)^{-(k+1)/2}\le v^k/(1+\eta^2)$ in norm. For $k\ge1$ the integral thus converges in norm, and since $\int d\eta/(1+\eta^2)=\pi$,

$$\|P_k\|\le\tfrac12v^k. \tag{13}$$

For the remainder, (7) gives $\|R(\eta)\|\le1/(1-v)$. The last term of (11) contains $n+1$ factors $R_0$, and for $n\ge1$ the same integral bounds it:

$$\Big\|P-\sum_{k=0}^{n}P_k\Big\|\le\frac{v^{n+1}}{2(1-v)}. \tag{14}$$

The series therefore converges to $P$ in norm when $v<1$.

A constant potential $V=-u$ with $u>1$ shows what can go wrong beyond this condition. It commutes with $D_0$, and (12) reduces to integrals of $(\lambda-i\eta)^{-(k+1)}$. These vanish for $k\ge1$, because the one pole can be avoided by closing the contour in the other half-plane. The series sums to $P_0$. The true $P$, however, no longer contains the states with $1\le E_p<u$, whose energies $E_p-u$ have become negative. Spectrum has crossed the contour, and the series does not register it.

The condition $v<1$ is sufficient but not necessary: for $V=gP_0$ with any $g>0$, nothing crosses zero and $P=P_0$ is correctly reproduced. The Coulomb potential of a point nucleus is unbounded, so the estimates given here do not cover it.

## The first-order term

The free resolvent is diagonal in momentum and splits by the sign of the energy:

$$R_0(\mathbf p,\eta)=\frac{\Lambda_+(\mathbf p)}{E_p-i\eta}+\frac{\Lambda_-(\mathbf p)}{-E_p-i\eta}. \tag{15}$$

Inserted on both sides of $V$ in (12) with $k=1$, it produces four terms. Each is a product $\Lambda_\sigma(\mathbf p)V(\mathbf p,\mathbf p')\Lambda_{\sigma'}(\mathbf p')$ multiplied by $I(\sigma E_p,\sigma'E_{p'})$, where

$$I(x,y)=-\frac1{2\pi}\int_{-\infty}^{\infty}\frac{d\eta}{(x-i\eta)(y-i\eta)}. \tag{16}$$

The poles lie at $\eta=-ix$ and $\eta=-iy$, and the integrand falls off as $\eta^{-2}$, so the contour may be closed in either half-plane.

If $x$ and $y$ have the same sign, both poles lie in the same half-plane. Closing in the other one gives $I=0$.

If $x=E>0$ and $y=-E'<0$, the pole in the upper half-plane is at $\eta=iE'$. There $-E'-i\eta=-i(\eta-iE')$ and $E-i\eta=E+E'$, so the residue is $\frac{1}{-i}\frac{1}{E+E'}=\frac{i}{E+E'}$. The integral equals $2\pi i$ times this, $-2\pi/(E+E')$, and with the prefactor of (16)

$$I(E,-E')=I(-E,E')=\frac1{E+E'}, \tag{17}$$

the first equality holding because $I$ is symmetric in its arguments and $E,E'$ enter the result symmetrically. Hence

$$P_1(\mathbf p,\mathbf p')=\frac{\Lambda_+(\mathbf p)V(\mathbf p,\mathbf p')\Lambda_-(\mathbf p')+\Lambda_-(\mathbf p)V(\mathbf p,\mathbf p')\Lambda_+(\mathbf p')}{E_p+E_{p'}}. \tag{18}$$

The potential itself does couple states of the same sign, and the individual eigenstates respond to this coupling. It mixes positive-energy states among themselves, which leaves the subspace they span unchanged. The projector depends on that subspace alone. For this reason the differences $E_p-E_{p'}$, which can be arbitrarily small, are absent from (18), and the denominators are never below $2mc^2$.

A sharper bound than (13) follows from $1/(E+E')=\int_0^\infty dt\,e^{-tE}e^{-tE'}$. Each exponential has norm at most $e^{-t}$, so

$$\|P_0P_1Q_0\|\le\|P_0VQ_0\|\int_0^\infty e^{-2t}dt=\tfrac12\|P_0VQ_0\|. \tag{19}$$

## The same result from algebra, and the second order

Replace $V$ by $gV$ and compare powers of $g$ in $P^2=P$. The first order reads

$$P_0P_1+P_1P_0=P_1. \tag{20}$$

Multiplying by $P_0$ on both sides gives $2P_0P_1P_0=P_0P_1P_0$, hence $P_0P_1P_0=0$. Multiplying by $Q_0$ on both sides gives $0=Q_0P_1Q_0$. The missing same-sign blocks are thus a consequence of idempotence. The denominators follow from $[D,P]=0$, whose first order is $[D_0,P_1]=[P_0,V]$. Between a positive state at $\mathbf p$ and a negative one at $\mathbf p'$, the left side is $(E_p+E_{p'})P_1$ and the right side is $V$, in agreement with (18).

The second order of $P^2=P$ is $P_0P_2+P_2P_0+P_1^2=P_2$. The same two multiplications give

$$P_0P_2P_0=-P_0P_1^2P_0,\qquad Q_0P_2Q_0=+Q_0P_1^2Q_0. \tag{21}$$

The sign rule is therefore a first-order statement: the second-order term has same-sign blocks whenever $P_1\neq0$. The first relation is the loss $-|w|^2/(a+b)^2$ of (3). With $X=P_0P_1Q_0$ the two blocks are $-XX^\dagger$ and $X^\dagger X$, which have the same norm $\|X\|^2=\|P_1\|^2$.

## A scalar potential

For an electrostatic potential, $V(\mathbf p,\mathbf p')$ is a number times the unit matrix. The strength of the coupling, summed over the spin states of both signs, is the trace

$$\mathrm{tr}\,[\Lambda_+(\mathbf p)\Lambda_-(\mathbf p')]=\frac14\left[4-\frac{\mathrm{tr}\,h(\mathbf p)h(\mathbf p')}{E_pE_{p'}}\right]=1-\frac{1+\mathbf p\cdot\mathbf p'}{E_pE_{p'}}, \tag{22}$$

because $\mathrm{tr}\,h=0$ and $\mathrm{tr}\,h(\mathbf p)h(\mathbf p')=4(1+\mathbf p\cdot\mathbf p')$. The spin-summed squared amplitude in (18), from negative energy at $\mathbf p'$ to positive energy at $\mathbf p$, is

$$S(\mathbf p,\mathbf p')=\frac{|V(\mathbf p,\mathbf p')|^2}{(E_p+E_{p'})^2}\left[1-\frac{1+\mathbf p\cdot\mathbf p'}{E_pE_{p'}}\right]. \tag{23}$$

At $\mathbf p=\mathbf p'$ the bracket vanishes, since $E_p^2=1+p^2$: the spatial average of the potential does not contribute to $P_1$.

For small momenta $E_pE_{p'}\approx1+(p^2+p'^2)/2$, and the bracket becomes $(p^2+p'^2)/2-\mathbf p\cdot\mathbf p'=|\mathbf p-\mathbf p'|^2/2$. With $(E_p+E_{p'})^2\approx4$,

$$S\approx\tfrac18|V(\mathbf p,\mathbf p')|^2\,|\mathbf p-\mathbf p'|^2. \tag{24}$$

The amplitude is proportional to the momentum transfer, that is, to the gradient of the potential. For a pair of momenta of a few hundredths of $mc$, the explicit matrices give $S/|V|^2=2.371\times10^{-4}$ and (24) gives $2.375\times10^{-4}$.

In the opposite limit, $p,p'\gg1$ with an angle $\theta\gg|p-p'|/(pp')$ between them, $S\approx|V|^2(1-\cos\theta)/(p+p')^2$. At $\theta=0$ the bracket of (23) vanishes only for $p=p'$; otherwise it is about $(p-p')^2/(2p^2p'^2)$. Forward scattering is suppressed by the spinors, and the growing denominator suppresses all angles.

## Decoupling to first order

The first-order projector determines a rotation that removes the coupling between the signs to first order in $V$. Define

$$W=[P_1,P_0]=P_1P_0-P_0P_1,\qquad W^\dagger=-W. \tag{25}$$

Then $[W,P_0]=P_1P_0-2P_0P_1P_0+P_0P_1=P_1$ by (20) and $P_0P_1P_0=0$, so $e^{W}P_0e^{-W}=P_0+P_1+O(V^2)$. The blocks of $W$ are $P_0WQ_0=-P_0P_1Q_0$ and $Q_0WP_0=Q_0P_1P_0$. In the commutator with $D_0$ each acquires the energy sum, with sign $+$ in the first and $-$ in the second. This cancels the denominators of (18):

$$[D_0,W]=-V_o,\qquad V_o=P_0VQ_0+Q_0VP_0. \tag{26}$$

Write $V=V_e+V_o$, where $V_e$ holds the same-sign blocks. With $e^{-W}Ae^{W}=A+[A,W]+\frac12[[A,W],W]+\dots$,

$$e^{-W}De^{W}=D_0+V_e+[V_e,W]+\tfrac12[V_o,W]+O(V^3), \tag{27}$$

where $-\frac12[V_o,W]$ from the double commutator has been combined with $[V_o,W]$. The remaining coupling between the signs is $[V_e,W]$, of second order. The term $\frac12[V_o,W]$ conserves the sign. Its positive-energy block is $\frac12(P_0VQ_0P_1P_0+P_0P_1Q_0VP_0)$, which for the two levels of (1) is $|w|^2/(a+b)$. This is the upward shift of the upper level, as expanding $(a-b)/2+r$ confirms.

## A smooth well in a periodic box

Take a cube with momentum spacing $k=0.8\,mc$ and the potential

$$V(\mathbf r)=-v_0\prod_{i=1}^{3}\frac{1+\cos kx_i}{2},\qquad v_0=0.2\,mc^2. \tag{28}$$

The basis consists of the 27 plane waves $\mathbf p=k(n_1,n_2,n_3)$ with $n_i=-1,0,1$, giving a matrix of dimension 108. The values below refer to this small basis, and no convergence with its size is claimed. The derivation applies to the truncated problem unchanged, because $D_0$ is diagonal in momentum and restriction to a basis cannot raise $\|V\|$ above $v_0$.

Consider $\mathbf p=0$ and $\mathbf p'=(k,0,0)$. Each factor in (28) has Fourier coefficient $\frac12$ at zero transfer and $\frac14$ at transfer $\pm k$, so

$$V(\mathbf p,\mathbf p')=-0.2\times\tfrac14\times\tfrac12\times\tfrac12=-0.0125\,mc^2. \tag{29}$$

The energies are $E_p=1$ and $E_{p'}=\sqrt{1.64}=1.2806$. The denominator is $2.2806\,mc^2$, or 1165.4 keV, and the spin factor (22) is $1-1/1.2806=0.2191$. Equation (23) gives

$$S=\frac{(0.0125)^2\times0.2191}{(2.2806)^2}=6.583\times10^{-6},\qquad\sqrt S=2.57\times10^{-3}. \tag{30}$$

Differentiating the projector obtained by diagonalization with respect to the strength of $V$ gives the same $S$ to all printed digits.

For the whole matrix, the same-sign positive block of $V$ has norm $0.118\,mc^2$ and the opposite-sign block $0.0206\,mc^2$. The larger of the two leaves no trace in the derivative of $P$, whose same-sign blocks are zero to about $10^{-12}$. The norm of $P_1$ is $7.99\times10^{-3}$, below the bound $0.0103$ from (19) and far below the bound (13), which takes no account of the signs and gives $0.062$ with the norm $0.124\,mc^2$ of $V$ in this basis, or $0.1$ with $v=v_0$.

After first order the error in $P$, in operator norm, is $1.60\times10^{-4}$. After second order it is $2.6\times10^{-6}$, so $\|P_2\|$ is close to $1.6\times10^{-4}$. The same-sign blocks of $P_2$ each have norm $6.4\times10^{-5}=\|P_1\|^2$, as (21) requires. Since $\|P_2\|$ is larger, $P_2$ must have opposite-sign blocks as well.

The rotation by $W$ lowers the coupling between the signs from $2.06\times10^{-2}$ to $3.7\times10^{-4}\,mc^2$, a factor of about 57. This factor depends on the basis: with 125 plane waves ($n_i=-2,\dots,2$) the residual coupling is $2.8\times10^{-4}\,mc^2$ and the factor about 75, while $\|P_1\|$ moves to $8.12\times10^{-3}$ and the error after first order to $1.28\times10^{-4}$. For a weakened potential, halving its strength divides the residual coupling by 4.00, the second-order behaviour stated in (27). The numerical output also lists the remainders through fourth order and their bounds.

## Numbers as computed

```
momentum spacing k = 0.800 mc
well depth v0 = 0.200 mc^2
plane waves = 27, matrix dimension = 108
norm of V in the basis = 0.124372 mc^2
smallest |eigenvalue| of D = 0.970519 mc^2
guaranteed gap edge 1 - v0 = 0.800000 mc^2
rank of P (trace) = 54.000000
scalar integral, energies 1.2, 0.9: 8.8e-18 1/mc^2
scalar integral, energies 1.2,-0.9: 0.476190 1/mc^2
contour nodes = 64
contour P minus diagonalized P, norm = 3.4e-15
P1 formula minus contour P1, norm = 4.6e-18
P1 formula minus derivative of P, norm = 3.1e-12
norm of P1 = 7.987013e-03
bound v0/2 on norm of P1 = 0.100000
largest same-sign block of dP, norm = 2.1e-12
same-sign (++) block of V, norm = 0.117503 mc^2
second-order ++ block, norm = 6.379239e-05
second-order -- block, norm = 6.379239e-05
remainder after order 1: 1.6019e-04, bound 2.5000e-02
remainder after order 2: 2.6308e-06, bound 5.0000e-03
remainder after order 3: 8.4353e-08, bound 1.0000e-03
remainder after order 4: 2.7742e-09, bound 2.0000e-04
first-order error ratio, V halved = 4.0001
pair p=0, p'=(k,0,0): E_p = 1.000000 mc^2
pair: E_p' = 1.280625 mc^2
pair: E_p + E_p' = 2.280625 mc^2
pair: E_p + E_p' = 1165.397 keV
pair: V(p,p') = -0.012500 mc^2
pair: spin factor = 0.219131
pair: squared amplitude, formula = 6.582889e-06
pair: squared amplitude, from dP = 6.582889e-06
pair: root of squared amplitude = 2.565714e-03
small momenta: strength/|V|^2 = 2.371364e-04 1/(mc^2)^2
small momenta: limit q^2/8 = 2.375000e-04 1/(mc^2)^2
+- coupling before rotation = 2.064159e-02 mc^2
+- coupling after rotation = 3.651106e-04 mc^2
rotated coupling ratio, V halved = 4.0003
```
